# Does an anisotropic effective mass make the Seebeck coefficient anisotropic?

**Question**

I am modelling an n-type two-dimensional channel at 300 K. Its conduction band is parabolic, with a mass three times larger along $x$ than along $y$, and I use one relaxation time $\tau(E)$ for both directions. Electrons diffuse more easily along the light axis, so a given temperature gradient should drive more of them to the cold end there. Should I therefore expect a larger Seebeck coefficient along $y$, and if so, by what factor?

**Answer**

There is no such factor: in your model the Seebeck coefficient is the same in every direction. You are right that the thermally driven current is larger along the light axis. But the Seebeck coefficient is measured at zero current, where a field drives an equal current back, and the light mass helps that return current by the same factor.

**The two currents**

Let the electron charge be $-e$, and let $f_0(E)$ be the Fermi function with chemical potential $\mu$. The effective field $\boldsymbol{\mathcal E}=\mathbf E_{\rm el}+\nabla\mu/e$ combines the electric field with the gradient of $\mu$; a voltmeter responds to this combination. I assume linear response, no magnetic field and no phonon drag.

In the steady Boltzmann equation, the spatial gradient of $f_0$ contributes

$$
\mathbf v\cdot\nabla f_0=\left(-\frac{\partial f_0}{\partial E}\right)\mathbf v\cdot\left[\nabla\mu+\frac{E-\mu}{T}\nabla T\right],
$$

and the force $-e\mathbf E_{\rm el}$ contributes $(-\partial f_0/\partial E)\,e\,\mathbf v\cdot\mathbf E_{\rm el}$. Their sum equals $-f_1/\tau$, where $f_1$ is the deviation from $f_0$. Hence

$$
f_1=-\tau(E)\left(-\frac{\partial f_0}{\partial E}\right)\mathbf v\cdot\left[e\boldsymbol{\mathcal E}+\frac{E-\mu}{T}\nabla T\right].
$$

Define the transport distribution and its moments, with valley degeneracy $g_v$ and a factor 2 for spin:

$$
\Xi_{ij}(E)=2g_v\int\frac{d^2k}{(2\pi)^2}\,v_iv_j\,\tau\,\delta(E-E_{\mathbf k}),\qquad
K_n=\int dE\left(-\frac{\partial f_0}{\partial E}\right)(E-\mu)^n\,\Xi(E).
$$

Multiplying $f_1$ by $-e\mathbf v$ and summing over states gives the sheet current density

$$
\mathbf J=e^2K_0\boldsymbol{\mathcal E}+\frac{e}{T}K_1\nabla T .
$$

So $\sigma=e^2K_0$. Setting $\mathbf J=0$ and defining $S$ by $\boldsymbol{\mathcal E}=S\nabla T$,

$$
S=-\frac{1}{eT}K_0^{-1}K_1 .
$$

**Where the mass cancels**

The band is $E=\hbar^2k_x^2/2m_x+\hbar^2k_y^2/2m_y$. Substitute $k_i=\sqrt{m_i}\,u_i$, which turns the elliptical energy contour into a circle:

$$
E=\frac{\hbar^2u^2}{2},\qquad v_i=\frac{\hbar k_i}{m_i}=\frac{\hbar u_i}{\sqrt{m_i}},\qquad d^2k=\sqrt{m_xm_y}\,d^2u .
$$

On the circle, the average of $u_i^2$ is $u^2/2=E/\hbar^2$, and the average of $u_xu_y$ vanishes. Therefore $\langle v_i^2\rangle=E/m_i$ and $\langle v_xv_y\rangle=0$. Using $u\,du=dE/\hbar^2$, the density of states is

$$
g=\frac{2g_v}{4\pi^2}\sqrt{m_xm_y}\,\frac{2\pi}{\hbar^2}=\frac{g_v\sqrt{m_xm_y}}{\pi\hbar^2},
$$

and so

$$
\Xi_{ii}(E)=\frac{1}{m_i}\,g\,E\,\tau(E).
$$

The direction enters through the prefactor $1/m_i$ alone. It survives in $K_0$, giving $\sigma_y/\sigma_x=m_x/m_y$, but it divides out of $K_0^{-1}K_1$:

$$
S_x=S_y=-\frac{\langle E\rangle-\mu}{eT},\qquad
\langle E\rangle=\frac{\int E\,[E\tau(-\partial f_0/\partial E)]\,dE}{\int E\tau(-\partial f_0/\partial E)\,dE}.
$$

The Seebeck coefficient measures the mean energy, relative to $\mu$, of the electrons that carry the current. A lighter mass gives more current with the same distribution over energy.

Since $S$ is a number times the unit matrix, rotating the axes leaves it unchanged. In a strip cut at an angle to the crystal axes, $\sigma$ has off-diagonal elements, yet at zero current the field stays parallel to $\nabla T$.

**Limits for power-law scattering**

Take $\tau\propto E^r$ with $r>-1$, and let $\eta=\mu/k_BT$ and $F_j(\eta)=\int_0^\infty x^j/(1+e^{x-\eta})\,dx$. Integration by parts turns $\int x^{r+1}(-\partial f_0/\partial x)\,dx$ into $(r+1)F_r$, because the boundary terms vanish. The next moment becomes $(r+2)F_{r+1}$. Thus

$$
S=-\frac{k_B}{e}\left[\frac{(r+2)F_{r+1}(\eta)}{(r+1)F_r(\eta)}-\eta\right].
$$

For a dilute channel, $F_{r+1}/F_r\to r+1$ and $S\to-(k_B/e)(r+2-\eta)$. For a strongly degenerate one, expanding $\Xi$ about $\mu$ gives $K_0\simeq\Xi(\mu)$ and $K_1\simeq(\pi^2/3)(k_BT)^2\,\Xi'(\mu)$, so $S\simeq-(\pi^2k_B^2T/3e)(r+1)/\mu$. Neither limit contains a direction.

The masses do affect $S$ at fixed density, through $\mu$. Integrating $gf_0$ gives $n=gk_BT\ln(1+e^\eta)$, and $g$ contains $\sqrt{m_xm_y}$. That shift is common to all directions.

**Numbers for a channel**

A buckled antimony monolayer has six anisotropic conduction valleys on three axes. Suppose uniaxial strain lowers the pair on one axis. The two ellipses are identical, so the pair acts as one band with $g_v=2$. I take rough masses $m_x=0.45\,m_0$ and $m_y=0.15\,m_0$, and choose $n=5\times10^{12}\ \mathrm{cm^{-2}}$. Scattering combines a constant time of 60 fs with a second time of $120\,(E/k_BT)$ fs, the two rates being added.

With $k_BT=25.85$ meV and $g=2.171\times10^{14}\ \mathrm{eV^{-1}cm^{-2}}$,

$$
\eta=\ln\left(e^{n/gk_BT}-1\right)=0.363,\qquad \mu=9.38\ \mathrm{meV}.
$$

Numerical integration gives $\langle E\rangle=69.06$ meV, hence

$$
S=-\frac{(69.06-9.38)\ \mathrm{meV}}{e\times300\ \mathrm K}=-199\ \mathrm{\mu V/K}
$$

along both axes. The same integrals give the rest:

| Quantity | $x$ (heavy) | $y$ (light) |
|---|---:|---:|
| Mobility (cm²/Vs) | 184 | 552 |
| Sheet conductivity (µS) | 147 | 442 |
| Short-circuit current at 1 K/µm (nA/µm) | 29.3 | 88.0 |
| Power factor $\sigma S^2$ (pW/K²) | 5.8 | 17.5 |

The third row is your intuition made quantitative: with $\boldsymbol{\mathcal E}=0$ the current is $-\sigma S\nabla T$, three times larger along $y$. To cancel it, each direction needs the same field, 199 V/m.

Electronic heat flow follows the conductivity. At zero current its sheet conductance is $(K_2-K_1K_0^{-1}K_1)/T$, again proportional to $1/m_i$: 0.74 nW/K along $x$ and 2.22 nW/K along $y$. The Lorenz number $\kappa_e/\sigma T$ is $1.67\times10^{-8}\ \mathrm{V^2/K^2}$ for both. Within this model the light axis has the better power factor; whether it also has the better efficiency depends on the lattice heat conductance, which is not included.

Doubling both masses at fixed density and scattering times lowers $\mu$ to $-14.9$ meV and changes $S$ to $-260\ \mathrm{\mu V/K}$, equally in both directions.

**What would make $S$ anisotropic**

Keep the principal axes and let $R(E)=\Xi_{xx}/\Xi_{yy}$. Averages weighted by $(-\partial f_0/\partial E)\,\Xi_{yy}$ carry the subscript $y$. Since $\Xi_{xx}=R\,\Xi_{yy}$, we have $\langle E\rangle_x=\langle ER\rangle_y/\langle R\rangle_y$, and

$$
S_x-S_y=-\frac{1}{eT}\,\frac{\langle ER\rangle_y-\langle E\rangle_y\langle R\rangle_y}{\langle R\rangle_y}.
$$

The numerator is the covariance of $E$ and $R$. If $R$ is constant, it vanishes. This covers even direction-dependent times $\tau_i=c_i\tau(E)$ with constant $c_i$. If $R$ rises with energy, $S_x$ is the more negative. Three departures from your model show the sizes.

*Other valleys.* Let the other four valleys lie higher by $\Delta$, with $n$ fixed, $\tau$ measured from each valley's own edge, and no scattering between valleys. Their ellipses are rotated by $\pm60^\circ$ and conduct better along $x$ than the lowest pair does, so $R$ rises once they contribute.

| $\Delta$ (meV) | $S_x$ (µV/K) | $S_y$ (µV/K) | $\sigma_y/\sigma_x$ |
|---:|---:|---:|---:|
| 0 | −295.8 | −295.8 | 1.00 |
| 50 | −296.8 | −250.0 | 1.85 |
| 100 | −243.8 | −213.2 | 2.69 |
| 200 | −201.1 | −199.5 | 2.99 |

At $\Delta=0$ the three orientations average out, and both $\sigma$ and $S$ are isotropic. Of the splittings listed, 50 meV gives the largest difference in $S$, 47 µV/K, although $\sigma$ is less anisotropic there than at 200 meV.

*Nonparabolicity.* Let $\gamma$ be the parabolic energy and $E(1+\alpha E)=\gamma$. Then $v_i=(\hbar k_i/m_i)/(1+2\alpha E)$. The extra factor is common to both directions, so $R$ remains constant. With $\alpha=0.5\ \mathrm{eV^{-1}}$ and $\mu$ unchanged, $S=-196.7\ \mathrm{\mu V/K}$ in both. If the same correction is applied to the $k_y$ term alone, $S_x=-199.8$ and $S_y=-196.4\ \mathrm{\mu V/K}$.

*Scattering that is not scalar.* Elastic scattering with equal probability into every state of the contour does give a scalar $\tau$: $f_1$ is odd in $\mathbf k$, so scattering into a state sums to zero and the common loss rate remains. Charged impurities favour small momentum transfer $q$. The contour is longer along the heavy axis, so reversing $v_x$ needs a larger $q$ and is less likely.

I solved the elastic Boltzmann equation numerically on the contour, at the same $\mu$, for impurities $d=1$ nm from the channel. The rate was proportional to $[e^{-qd}/(q+q_s)]^2$, with screening wavenumber $q_s=2.9\ \mathrm{nm^{-1}}$ (dielectric constant 4) and a mean total rate of 1/(120 fs) at $E=k_BT$. The ratio $\tau_x/\tau_y$ rises from 1.31 at $0.3k_BT$ to 1.97 at $3k_BT$, giving $S_x=-288$ and $S_y=-272\ \mathrm{\mu V/K}$.

Adding the uniform 60 fs scattering reverses the order: $S_x=-191$ and $S_y=-194\ \mathrm{\mu V/K}$. By the formula above, the covariance is now negative. The impurity rate falls at high energy, where uniform scattering takes over and brings $\tau_x/\tau_y$ back towards one (1.10 at $k_BT$, 1.03 at $5k_BT$).

These impurity numbers use the long-wavelength $q_s$ at every $q$. At this density and temperature the screening weakens as $q$ grows. With the $q$-dependent static polarizability at 300 K, the impurity-only values become about $S_x=-266$ and $S_y=-236\ \mathrm{\mu V/K}$, and the mixed ones about $-191$ and $-192\ \mathrm{\mu V/K}$. The order is the same in both cases, but the sizes depend on the screening model.

**How far to trust this for a real monolayer**

The masses are rough, the scattering times are chosen, and the 200 meV splitting is a deliberately large assumption that isolates one pair. An unstrained monolayer has $\Delta=0$, and its symmetry makes both the conductivity and the Seebeck coefficient isotropic. In a strained device, check the assumption of a single valley pair: at 50 meV splitting its failure produces the 47 µV/K difference above. That table leaves out scattering between valleys. If the uniform scattering also reached the other valleys, tripling its rate above their edge, both Seebeck coefficients at 50 meV would be about 50 µV/K smaller in magnitude, while their difference would hardly change. At 100 meV the difference would halve, from 31 to 16 µV/K. At $\Delta=0$ the common value would move from −296 to about −286 µV/K. Any other conduction minimum that the strain might lower is not included. Holes matter little for a rough gap of 1.5 eV, since their Boltzmann factor $e^{-(E_g+\mu)/k_BT}$ is about $4\times10^{-26}$.

The Boltzmann picture itself is also only approximate here. The mobility corresponds to an average time of 47 fs, so $\hbar/\tau=14$ meV, about half of $k_BT$. The absolute value of $S$ is therefore a model estimate. Inelastic scattering and phonon drag are also left out, and I have not computed their effect on the anisotropy.

If you measure different thermopowers along the two axes, the $1/m_i$ factor in the velocities does not explain them. The mass ratio can still act through the scattering: in the impurity example the potential is isotropic, and the difference vanishes for equal masses. Look for something that makes $\Xi_{xx}/\Xi_{yy}$ depend on energy, or for a contribution outside this model, such as phonon drag.
